**Breakdown fields in a linear ramp: the Gumbel limit and its errors**

For constant-field survival \(\exp[-(t/\tau)^\beta]\) with \(\tau=\tau_0e^{-\gamma E}\), and cumulative exposure, a ramp \(E=Rt\) gives Gumbel (smallest-extreme-value) breakdown fields when \(\Lambda=\gamma R\tau_0\) is large at fixed \(\beta\). The location is \(\ln\Lambda/\gamma\) and the scale is \(1/(\beta\gamma)\). The program asserts that stepwise ageing with equal-survival ages reproduces the closed ramp law at strong and weak acceleration. It also asserts the distance from the Gumbel law for \(\beta=3\) and \(\beta=0.7\), the bound on the mean, the Weibull limit at small \(\Lambda\), the hazard ratio in the early tail, and the recovery of the lifetime parameters from noise-free ramp distributions. In the gate-oxide example the location is 10.98 MV/cm, the scale 0.083 MV/cm, and the median shift 0.576 MV/cm per decade of ramp rate. Further output sizes neglected effects from rough inputs, including trapped charge, thickness spread, temperature and tunnelling current through a series resistance. A reciprocal-field lifetime law matched at the location moves the ramp median by 0.012 MV/cm but lengthens the lifetime at 5 MV/cm by 12.4 decades.

## Verification by program

```python
"""Breakdown fields in a linear field ramp, for Weibull lifetimes.

Result under test: if survival at constant field E is exp(-(t/tau(E))**beta),
tau(E) = tau0*exp(-gamma*E), and a specimen keeps its accumulated hazard when
the field changes, then a ramp E = rate*t gives
    survival(E) = exp(-((exp(gamma*E)-1)/Lam)**beta),  Lam = gamma*rate*tau0.
For Lam -> infinity this is the smallest-extreme-value (Gumbel) law with
location ln(Lam)/gamma and scale 1/(beta*gamma).
Fields are in MV/cm, gamma in cm/MV, times in s, rates in MV/cm/s.
The device estimates use rough typical inputs for a thin gate oxide.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid, quad, trapezoid
from scipy.special import gamma as gamma_function


def ramp_hazard(fields, gamma, rate, tau0, beta):
    """Cumulative hazard from numerical integration of dt/tau(E(t))."""
    inverse_life = np.exp(gamma * fields) / tau0
    damage = cumulative_trapezoid(inverse_life, fields / rate, initial=0.0)
    return damage**beta


def stepwise_hazard(final_field, gamma, rate, tau0, beta, steps=20000):
    """Short constant-field stresses joined by equal-survival ages."""
    field_step = final_field / steps
    hazard = 0.0
    for k in range(steps):
        life = tau0 * np.exp(-gamma * (k + 0.5) * field_step)
        equivalent_age = life * hazard**(1 / beta)
        hazard = ((equivalent_age + field_step / rate) / life)**beta
    return hazard


def gumbel_cdf(fields, location, scale):
    return -np.expm1(-np.exp((fields - location) / scale))


def median_field(fields, hazard):
    return np.interp(np.log(2), hazard, fields)


# Inputs of the worked example
gamma, tau0, beta, rate = 4.0, 3e18, 3.0, 1.0
fast_rate = 10.0 * rate
use_field = 5.0
Lam = gamma * rate * tau0
location = np.log(Lam) / gamma
scale = 1 / (beta * gamma)

# Closed ramp law against stepwise ageing, at strong and weak acceleration
for end_field, g, t0 in ((11.0, gamma, tau0), (1.0, 1.0, 2.0)):
    closed = (np.expm1(g * end_field) / (g * rate * t0))**beta
    stepped = stepwise_hazard(end_field, g, rate, t0, beta)
    assert abs(stepped / closed - 1) < 1e-5

# Uniform distance from the Gumbel law, in units where gamma = rate = 1
distances = {}
for shape in (3.0, 0.7):
    for acceleration in (10.0, 100.0, 1000.0):
        x = np.linspace(0, np.log(acceleration) + 8, 100001)
        exact_cdf = -np.expm1(-ramp_hazard(x, 1, 1, acceleration, shape))
        limit_cdf = gumbel_cdf(x, np.log(acceleration), 1 / shape)
        distance = np.max(np.abs(exact_cdf - limit_cdf))
        distances[shape, acceleration] = distance
        if shape > 1:
            q = (shape - 1) / shape
            density_max = shape * q**q * np.exp(-q)
            ratio = distance * acceleration / density_max
            assert 0.95 < ratio < 1 + 1e-5
        else:
            predicted = -np.expm1(-acceleration**(-shape))
            assert abs(distance - predicted) < 1e-8
q = (beta - 1) / beta
example_bound = beta * q**q * np.exp(-q) / Lam

# Bound on the excess of the exact mean over the Gumbel mean
mean_checks = []
for shape, power in ((3.0, 1.0), (0.7, 0.35)):
    acceleration = 50.0
    x = np.linspace(0, 14, 200001)
    survival = np.exp(-ramp_hazard(x, 1, 1, acceleration, shape))
    gap = trapezoid(survival, x) - (np.log(acceleration)
                                  - np.euler_gamma / shape)
    bound = (acceleration**(-power) * gamma_function(1 - power / shape)
             / power)
    assert 0 < gap < bound
    mean_checks.append((shape, gap, bound))

# Weak acceleration gives a Weibull law in field, far from Gumbel
weak = 1e-3
x = np.linspace(0, 4 * weak, 20001)
weak_cdf = -np.expm1(-ramp_hazard(x, 1, 1, weak, beta))
weibull_cdf = -np.expm1(-(x / weak)**beta)
weak_weibull_distance = np.max(np.abs(weak_cdf - weibull_cdf))
weak_gumbel_distance = np.max(np.abs(
    weak_cdf - gumbel_cdf(x, np.log(weak), 1 / beta)))
assert weak_weibull_distance < 1e-3 and weak_gumbel_distance > 0.99

# Moments and ramp-rate shift of the worked example
fields = np.linspace(0, 13, 200001)
hazard = ramp_hazard(fields, gamma, rate, tau0, beta)
survival = np.exp(-hazard)
mean = trapezoid(survival, fields)
deviation = np.sqrt(2 * trapezoid(fields * survival, fields) - mean**2)
median = median_field(fields, hazard)
fast_median = median_field(
    fields, ramp_hazard(fields, gamma, fast_rate, tau0, beta))
assert abs(mean - (location - np.euler_gamma * scale)) < 1e-6
assert abs(deviation - np.pi * scale / np.sqrt(6)) < 1e-5
assert abs(median - (location + scale * np.log(np.log(2)))) < 1e-6
assert abs(fast_median - median - np.log(10) / gamma) < 1e-6

# Recover the lifetime parameters from ramp data alone
gamma_found = np.log(fast_rate / rate) / (fast_median - median)
beta_found = np.pi / (np.sqrt(6) * gamma_found * deviation)
location_found = mean + np.euler_gamma / (beta_found * gamma_found)
use_life = (np.exp(gamma_found * (location_found - use_field))
            / (gamma_found * rate))
direct_use_life = tau0 * np.exp(-gamma * use_field)
life_at_location = tau0 * np.exp(-gamma * location)
assert abs(use_life / direct_use_life - 1) < 1e-3
assert abs(life_at_location * gamma * rate - 1) < 1e-10

# Early-failure tail: hazard ratio at gamma*E = 1
tail_field = 1 / gamma
tail_ratio = (np.interp(tail_field, fields, hazard)
              / np.exp((tail_field - location) / scale))
assert abs(tail_ratio - (1 - np.exp(-1))**beta) < 1e-5
one_percent_field = -np.log(1 - 0.99**(1 / beta)) / gamma
one_percent_ratio = (np.interp(one_percent_field, fields, hazard)
                     / np.exp((one_percent_field - location) / scale))
assert abs(one_percent_ratio - 0.99) < 1e-5
log_tail_fraction = (one_percent_field - location) / scale / np.log(10)

# A different rule: hazard set by clock time, not by equivalent age
times = fields / rate
clock_rate = beta * times**(beta - 1) * (np.exp(gamma * fields) / tau0)**beta
clock_median = median_field(
    fields, cumulative_trapezoid(clock_rate, times, initial=0.0))
clock_shift = clock_median - median
clock_estimate = -(beta - 1) * np.log(gamma * clock_median) * scale
assert abs(clock_shift - clock_estimate) < 0.003

# Reciprocal-field lifetime law, matched in value and slope at location
reciprocal_slope = gamma * location**2
inverse_life = np.zeros_like(fields)
inverse_life[1:] = gamma * rate * np.exp(
    -reciprocal_slope * (1 / fields[1:] - 1 / location))
reciprocal_hazard = cumulative_trapezoid(
    inverse_life, times, initial=0.0)**beta
reciprocal_shift = median_field(fields, reciprocal_hazard) - median
reciprocal_life = np.exp(reciprocal_slope * (1 / use_field - 1 / location)
                         ) / (gamma * rate)
reciprocal_decades = np.log10(reciprocal_life / direct_use_life)
assert abs(reciprocal_shift) < scale and reciprocal_decades > 1

# Tunnelling current at the location field: zero-temperature supply integral
thickness_nm, area_cm2, series_ohm = 5.0, 1e-4, 1000.0
barrier_ev, mass_ratio, permittivity = 3.1, 0.4, 3.9
charge, hbar, mass = const.e, const.hbar, const.m_e
field_si = location * 1e8
oxide_voltage = field_si * thickness_nm * 1e-9
assert oxide_voltage > barrier_ev  # triangular barrier


def wkb_exponent(height_ev):
    height = height_ev * charge
    return (4 * np.sqrt(2 * mass_ratio * mass) * height**1.5
            / (3 * hbar * charge * field_si))


barrier_length = barrier_ev * charge / (charge * field_si)
wkb_integral = quad(lambda s: 2 * barrier_length * np.sqrt(
    2 * mass_ratio * mass * barrier_ev * charge * (1 - s)) / hbar, 0, 1)[0]
assert abs(wkb_integral / wkb_exponent(barrier_ev) - 1) < 1e-6
supply = quad(lambda w: w * np.exp(wkb_exponent(barrier_ev)
                                   - wkb_exponent(barrier_ev + w)), 0, 3)[0]
current_si = (charge * mass * charge**2 * supply
              / (2 * np.pi**2 * hbar**3) * np.exp(-wkb_exponent(barrier_ev)))
fowler_nordheim = (charge**3 * field_si**2
                   / (16 * np.pi**2 * hbar * barrier_ev * charge * mass_ratio)
                   * np.exp(-wkb_exponent(barrier_ev)))
# The closed formula linearizes the exponent in energy: a few percent error.
assert abs(fowler_nordheim / current_si - 1) < 0.10
current_cm2 = current_si * 1e-4
series_field = (current_cm2 * area_cm2 * series_ohm
                / (thickness_nm * 1e-7) / 1e6)

# Other neglected effects, from rough inputs
trapped_cm2, thickness_spread, offset_volt = 1e12, 0.01, 1.0
trap_field = (charge * trapped_cm2 * 1e4
              / (2 * permittivity * const.epsilon_0) / 1e8)
thickness_field = thickness_spread * location
total_deviation = np.hypot(deviation, thickness_field)
offset_field = offset_volt / (thickness_nm * 1e-7) / 1e6
activation_ev, test_kelvin, use_kelvin, drift = 0.6, 300.0, 400.0, 10.0
boltzmann_ev = const.k / const.e


def thermal_log(hot):
    return activation_ev / boltzmann_ev * (1 / test_kelvin - 1 / hot)


drift_field = thermal_log(test_kelvin + drift) / gamma
thermal_factor = np.exp(thermal_log(use_kelvin))
year = const.year

print(f"gamma = {gamma:.1f} cm/MV; beta = {beta:.1f}; tau0 = {tau0:.1e} s")
print(f"ramp rates = {rate:.0f} and {fast_rate:.0f} MV/cm/s")
print(f"acceleration Lam = {Lam:.2e}; ln Lam = {np.log(Lam):.3f}")
print(f"Gumbel location = {location:.4f} MV/cm")
print(f"Gumbel scale = {scale:.4f} MV/cm")
print(f"median, slow ramp = {median:.4f} MV/cm")
print(f"median, fast ramp = {fast_median:.4f} MV/cm")
print(f"median shift per decade = {fast_median - median:.4f} MV/cm")
print(f"mean = {mean:.4f} MV/cm; std deviation = {deviation:.4f} MV/cm")
print(f"bound on CDF error in example = {example_bound:.1e}")
for (shape, acceleration), distance in distances.items():
    print(f"CDF distance, beta {shape}, Lam {acceleration:.0f}: "
          f"{distance:.5f}")
for shape, gap, bound in mean_checks:
    print(f"gamma*(mean excess), beta {shape}, Lam 50: {gap:.4f}; "
          f"bound {bound:.4f}")
print(f"Lam {weak:.0e}, beta {beta:.0f}: distance to Weibull "
      f"{weak_weibull_distance:.1e}, to Gumbel {weak_gumbel_distance:.3f}")
print(f"hazard ratio exact/Gumbel at {tail_field:.2f} MV/cm: "
      f"{tail_ratio:.4f}")
print(f"hazard ratio reaches 0.99 at {one_percent_field:.3f} MV/cm")
print(f"log10 failure fraction there = {log_tail_fraction:.1f}")
print(f"recovered gamma = {gamma_found:.4f} cm/MV")
print(f"recovered beta = {beta_found:.4f}")
print(f"lifetime scale at Gumbel location = {life_at_location:.3f} s")
print(f"lifetime scale at {use_field:.0f} MV/cm = {direct_use_life:.3e} s "
      f"= {direct_use_life / year:.0f} years")
print(f"clock-time rule: median shift = {clock_shift:.3f} MV/cm; "
      f"estimate {clock_estimate:.3f} MV/cm")
print(f"reciprocal law: ramp median shift = {reciprocal_shift:.4f} MV/cm")
print(f"reciprocal law: life at use field longer by "
      f"{reciprocal_decades:.1f} decades")
print(f"rough oxide: {thickness_nm:.0f} nm, area {area_cm2:.0e} cm2, "
      f"permittivity {permittivity}")
print(f"rough barrier {barrier_ev} eV; mass ratio {mass_ratio}; "
      f"series resistance {series_ohm:.0f} ohm")
print(f"oxide voltage at Gumbel location = {oxide_voltage:.2f} V")
print(f"tunnel current: integral {current_cm2:.3f} A/cm2; "
      f"Fowler-Nordheim {fowler_nordheim * 1e-4:.3f} A/cm2")
print(f"series-resistance field error = {series_field:.4f} MV/cm")
print(f"trapped sheet {trapped_cm2:.0e} cm-2 at mid-film: "
      f"field change {trap_field:.3f} MV/cm")
print(f"thickness spread {100 * thickness_spread:.0f} %: field spread "
      f"{thickness_field:.3f} MV/cm; total std {total_deviation:.3f} MV/cm")
print(f"flat-band offset {offset_volt:.0f} V ignored: field error "
      f"{offset_field:.2f} MV/cm")
print(f"rough activation energy = {activation_ev} eV")
print(f"{drift:.0f} K warmer than {test_kelvin:.0f} K: location lower by "
      f"{drift_field:.3f} MV/cm")
print(f"use at {use_kelvin:.0f} K: life shorter by factor "
      f"{thermal_factor:.0f}, to {direct_use_life / thermal_factor / year:.2f}"
      " years")
print("done: every assertion held")
```

It prints:

```
gamma = 4.0 cm/MV; beta = 3.0; tau0 = 3.0e+18 s
ramp rates = 1 and 10 MV/cm/s
acceleration Lam = 1.20e+19; ln Lam = 43.931
Gumbel location = 10.9829 MV/cm
Gumbel scale = 0.0833 MV/cm
median, slow ramp = 10.9523 MV/cm
median, fast ramp = 11.5280 MV/cm
median shift per decade = 0.5756 MV/cm
mean = 10.9348 MV/cm; std deviation = 0.1069 MV/cm
bound on CDF error in example = 9.8e-20
CDF distance, beta 3.0, Lam 10: 0.11716
CDF distance, beta 3.0, Lam 100: 0.01175
CDF distance, beta 3.0, Lam 1000: 0.00118
CDF distance, beta 0.7, Lam 10: 0.18088
CDF distance, beta 0.7, Lam 100: 0.03903
CDF distance, beta 0.7, Lam 1000: 0.00791
gamma*(mean excess), beta 3.0, Lam 50: 0.0266; bound 0.0271
gamma*(mean excess), beta 0.7, Lam 50: 0.1849; bound 1.2879
Lam 1e-03, beta 3: distance to Weibull 5.8e-04, to Gumbel 1.000
hazard ratio exact/Gumbel at 0.25 MV/cm: 0.2526
hazard ratio reaches 0.99 at 1.425 MV/cm
log10 failure fraction there = -49.8
recovered gamma = 4.0000 cm/MV
recovered beta = 3.0000
lifetime scale at Gumbel location = 0.250 s
lifetime scale at 5 MV/cm = 6.183e+09 s = 196 years
clock-time rule: median shift = -0.619 MV/cm; estimate -0.620 MV/cm
reciprocal law: ramp median shift = 0.0118 MV/cm
reciprocal law: life at use field longer by 12.4 decades
rough oxide: 5 nm, area 1e-04 cm2, permittivity 3.9
rough barrier 3.1 eV; mass ratio 0.4; series resistance 1000 ohm
oxide voltage at Gumbel location = 5.49 V
tunnel current: integral 0.068 A/cm2; Fowler-Nordheim 0.071 A/cm2
series-resistance field error = 0.0136 MV/cm
trapped sheet 1e+12 cm-2 at mid-film: field change 0.232 MV/cm
thickness spread 1 %: field spread 0.110 MV/cm; total std 0.153 MV/cm
flat-band offset 1 V ignored: field error 2.00 MV/cm
rough activation energy = 0.6 eV
10 K warmer than 300 K: location lower by 0.187 MV/cm
use at 400 K: life shorter by factor 331, to 0.59 years
done: every assertion held
```
